\section*{What first-order ellipsometry can tell about a thin contaminant film}

A fit to an ellipsometer reading from a contaminated mirror can return a thickness and a permittivity that the data do not contain. On a copper mirror at 633 nm and $70^\circ$, a film 1.0 nm thick with permittivity $3.0+1.0i$ and a film 2.0 nm thick with permittivity $1.588+0.203i$ give readings that differ by less than $0.01^\circ$ in both $\Psi$ and $\Delta$. With angular noise of $0.02^\circ$ the fit chooses between them by its starting values, and the thickness it reports may be wrong by a factor of two or more. At one angle, the two numbers read cannot fix three unknowns, the thickness and a complex permittivity. On this mirror further angles hardly help, because to first order in thickness the film enters every reading through one combination of thickness and permittivity. That combination is in general complex, so whether it hides the two quantities from each other depends on what is known about absorption.

Let the $z$ axis point into the mirror. A uniform, isotropic, nonmagnetic film of permittivity $\varepsilon_f$ fills $0<z<d$. Above it is a lossless ambient $\varepsilon_a$, and below it a known, semi-infinite substrate $\varepsilon_s\neq\varepsilon_a$. The interfaces are flat. Fields vary as $e^{-i\omega t}$, so absorption means $\operatorname{Im}\varepsilon>0$. With vacuum wavelength $\lambda$ and angle of incidence $\varphi$, define
\begin{equation}
k=\frac{2\pi}{\lambda},\qquad \kappa^2=\varepsilon_a\sin^2\varphi,\qquad q_j=\sqrt{\varepsilon_j-\kappa^2},\quad \operatorname{Im}q_j\ge 0 .
\end{equation}
All fields share the factor $e^{ik\kappa x}$ along the surface. The instrument measures
\begin{equation}
\rho=\frac{r_p}{r_s}=\tan\Psi\,e^{i\Delta},
\end{equation}
where $r_s$ is the ratio of reflected to incident electric field and $r_p$ that of the magnetic field. The sign of $\Delta$ depends on the time factor. With the one chosen here the clean copper mirror has $\Delta=-108.8^\circ$. A reading of $+108.8^\circ$ corresponds to $e^{+i\omega t}$, and its sign must be reversed before the formulas below are applied.

For s polarization the electric field $E$ along $y$ obeys $E''=-k^2(\varepsilon-\kappa^2)E$, and $E$ and $E'$ are continuous. The ratio $Y=E'/(ikE)$ is therefore continuous too. Differentiating it gives
\begin{equation}
Y'=\frac{E''}{ikE}-\frac{(E')^2}{ikE^2}=ik(\varepsilon-\kappa^2-Y^2). \label{ric-s}
\end{equation}
For p polarization the magnetic field $H$ along $y$ obeys $(H'/\varepsilon)'=-k^2(1-\kappa^2/\varepsilon)H$, with $H$ and $H'/\varepsilon$ continuous. For $Z=H'/(ik\varepsilon H)$ the same differentiation gives
\begin{equation}
Z'=ik\left(1-\frac{\kappa^2}{\varepsilon}-\varepsilon Z^2\right). \label{ric-p}
\end{equation}
The substrate carries only the wave $e^{ikq_sz}$, so at $z=d$ the values are $Y=q_s$ and $Z=Z_s=q_s/\varepsilon_s$. In the ambient the field is $e^{ikq_az}+re^{-ikq_az}$. At $z=0$ this makes $Y=q_a(1-r_s)/(1+r_s)$, and likewise for $Z$ with $Z_a=q_a/\varepsilon_a$ in place of $q_a$. Solving for $r$,
\begin{equation}
r_s=\frac{q_a-Y}{q_a+Y},\qquad r_p=\frac{Z_a-Z}{Z_a+Z}. \label{refl}
\end{equation}
Both coefficients refer to the outer surface, with or without the film. Another reference plane would multiply both by the same phase factor, which cancels in $\rho$.

A thin film changes $Y$ and $Z$ by one step back from $z=d$ to $z=0$, that is, by $-d$ times the slopes \eqref{ric-s} and \eqref{ric-p} taken with $\varepsilon=\varepsilon_f$ and the substrate values. Since $q_s^2=\varepsilon_s-\kappa^2$,
\begin{align}
\delta Y&=-ikd\,(\varepsilon_f-\kappa^2-q_s^2)=-ikd\,(\varepsilon_f-\varepsilon_s),\\
\delta Z&=-ikd\,B,\qquad B=1-\frac{\kappa^2}{\varepsilon_f}-\frac{\varepsilon_f(\varepsilon_s-\kappa^2)}{\varepsilon_s^2}.
\end{align}
The quantity $B$ must vanish for $\varepsilon_f=\varepsilon_s$, since such a film only thickens the substrate. Collecting the terms with and without $\kappa^2$ brings out that factor:
\begin{align}
B&=\frac{\varepsilon_s-\varepsilon_f}{\varepsilon_s}-\kappa^2\,\frac{\varepsilon_s^2-\varepsilon_f^2}{\varepsilon_f\varepsilon_s^2}\nonumber\\
&=\frac{(\varepsilon_s-\varepsilon_f)\,[\varepsilon_f\varepsilon_s-\kappa^2(\varepsilon_f+\varepsilon_s)]}{\varepsilon_f\varepsilon_s^2}.
\end{align}

For $r=(A-Y)/(A+Y)$ the logarithmic derivative is
\begin{equation}
\frac{d\ln r}{dY}=-\frac{1}{A-Y}-\frac{1}{A+Y}=-\frac{2A}{A^2-Y^2}.
\end{equation}
In the s case $A^2-Y^2=q_a^2-q_s^2=\varepsilon_a-\varepsilon_s$, so that
\begin{equation}
\delta\ln r_s=2ikd\,q_a\,\frac{\varepsilon_s-\varepsilon_f}{\varepsilon_s-\varepsilon_a}. \label{ds}
\end{equation}
In the p case the denominator is
\begin{align}
Z_a^2-Z_s^2&=\frac{\varepsilon_s^2(\varepsilon_a-\kappa^2)-\varepsilon_a^2(\varepsilon_s-\kappa^2)}{\varepsilon_a^2\varepsilon_s^2}
=\frac{(\varepsilon_s-\varepsilon_a)D}{\varepsilon_a^2\varepsilon_s^2},\label{zz}\\
D&=\varepsilon_a\varepsilon_s-\kappa^2(\varepsilon_a+\varepsilon_s).
\end{align}
Then $\delta\ln r_p=2ikd\,(q_a/\varepsilon_a)B/(Z_a^2-Z_s^2)$ becomes
\begin{equation}
\delta\ln r_p=2ikd\,q_a\,\frac{\varepsilon_s-\varepsilon_f}{\varepsilon_s-\varepsilon_a}\;
\frac{\varepsilon_a[\varepsilon_f\varepsilon_s-\kappa^2(\varepsilon_f+\varepsilon_s)]}{\varepsilon_fD}. \label{dp}
\end{equation}

The ellipsometer sees the difference of \eqref{dp} and \eqref{ds}. Apart from the common prefactor, this is the last fraction minus one, with numerator
\begin{align}
&\varepsilon_a\varepsilon_f\varepsilon_s-\kappa^2\varepsilon_a\varepsilon_f-\kappa^2\varepsilon_a\varepsilon_s
-\varepsilon_f\varepsilon_a\varepsilon_s+\kappa^2\varepsilon_f\varepsilon_a+\kappa^2\varepsilon_f\varepsilon_s\nonumber\\
&\qquad=\kappa^2\varepsilon_s(\varepsilon_f-\varepsilon_a).
\end{align}
The result separates into a factor for the measurement and a factor for the film:
\begin{align}
\delta\ln\rho&=iKJ+O(d^2),\label{main}\\
K&=\frac{2kq_a\kappa^2\varepsilon_s}{(\varepsilon_s-\varepsilon_a)D},\qquad
J=\frac{d(\varepsilon_f-\varepsilon_a)(\varepsilon_s-\varepsilon_f)}{\varepsilon_f}.\label{KJ}
\end{align}
Because $\ln\rho=\ln\tan\Psi+i\Delta$, the two readings are
\begin{equation}
\delta\Delta=\operatorname{Re}(KJ),\qquad \frac{2\,\delta\Psi}{\sin2\Psi}=-\operatorname{Im}(KJ). \label{read}
\end{equation}

The angle of incidence appears in $K$ alone. Readings at several angles can reduce the noise on $J$, but at this order they add no further property of the film. At normal incidence $\kappa=0$ and the signal vanishes, as it must when s and p are equivalent. The expansion needs steps $\delta Y$ and $\delta Z$ that are small compared with $q_a-q_s$ and $Z_a-Z_s$. It therefore fails when $\varepsilon_s$ is close to $\varepsilon_a$, and also when $\varepsilon_f$ is close to zero, where $B$ diverges.

It also needs care where $D=0$. For a lossless substrate with $\varepsilon_s>0$ this is the Brewster angle, $\tan^2\varphi=\varepsilon_s/\varepsilon_a$, at which $r_p$ of the clean surface vanishes and its logarithm does not exist. The ratio itself stays regular. Writing $r_p=(Z_a^2-Z_s^2)/(Z_a+Z_s)^2$, using \eqref{zz}, and treating $r_s$ in the same way,
\begin{equation}
\rho_0=-\frac{D\,(q_a+q_s)^2}{(\varepsilon_sq_a+\varepsilon_aq_s)^2}.
\end{equation}
In $\delta\rho=i\rho_0KJ$ the factor $D$ cancels, so the change of $\rho$ is finite there and contains the same $J$. Higher orders are easier to see in $\Delta$ at this angle, because $|\rho|$ is small. On a substrate of permittivity 2.25 in vacuum, at 633 nm, a lossless film of 2 nm with permittivity 3 and one of 6.67 nm with permittivity 2.5 have the same $J$, yet their $\Delta$ differs by about $3.4^\circ$ at the Brewster angle. An error of $0.01^\circ$ in the angle of incidence shifts $\Delta$ there by about $2.2^\circ$, so this difference is useful only if the angle is known very accurately.

Two limits show what $J$ measures. For a dilute film, $\varepsilon_f\to\varepsilon_a$,
\begin{equation}
J\simeq d(\varepsilon_f-\varepsilon_a)\,\frac{\varepsilon_s-\varepsilon_a}{\varepsilon_a},
\end{equation}
which is thickness times excess permittivity, up to a known factor. If that excess is proportional to density, $J$ gives the amount of material per area and not how it is spread in depth. On a good metal, $|\varepsilon_s|\gg|\varepsilon_f|$,
\begin{equation}
J\simeq\varepsilon_s\,d\left(1-\frac{\varepsilon_a}{\varepsilon_f}\right), \label{metal}
\end{equation}
so a lossless film with $\varepsilon_a<\varepsilon_f\ll|\varepsilon_s|$ gives $J$ nearly the phase of $\varepsilon_s$, whatever its permittivity in that range.

Consider first a lossless film on a lossless substrate, away from the Brewster angle. Then $K$ and $J$ are real, and \eqref{read} gives $\delta\Psi=0$ and $\delta\Delta=KJ$. One number is measured and two are unknown. Every pair on the curve $d=J\varepsilon_f/[(\varepsilon_f-\varepsilon_a)(\varepsilon_s-\varepsilon_f)]$ with $d>0$ fits equally well, as long as the film is thin enough for the first order to hold. Near $\varepsilon_f=\varepsilon_s$ and near $\varepsilon_f=\varepsilon_a$ the curve runs to large $d$ and leaves that range. Take $\varepsilon_a=1$, $\varepsilon_s=2.25$, $\lambda=633$ nm and $\varphi=70^\circ$, where $K=-0.01741\ \mathrm{nm^{-1}}$. A film with $d=2$ nm and $\varepsilon_f=3$ has
\begin{equation}
J=2\ \mathrm{nm}\times\frac{2\times(-0.75)}{3}=-1\ \mathrm{nm},
\end{equation}
hence $\delta\Delta=0.01741$ rad, or $0.998^\circ$. The same $J$ belongs to 0.762 nm of permittivity 4 and to 6.67 nm of permittivity 2.5. Exact layer optics gives $\delta\Delta=0.9969^\circ$, $0.9974^\circ$ and $0.9925^\circ$ for the three films, in the order named. The corresponding $\delta\Psi$ are $-0.010^\circ$, $-0.004^\circ$ and $-0.028^\circ$. They come from higher orders, and only the contrast between the thinnest and the thickest film, $0.024^\circ$, reaches the size of $0.02^\circ$ noise.

Next let the film absorb, with unknown complex $\varepsilon_f$. Now $J$ supplies two real numbers for three real unknowns. Multiplying the definition of $J$ by $\varepsilon_f/d$ and expanding the product gives, for any trial thickness,
\begin{equation}
\varepsilon_f^2-\left(\varepsilon_a+\varepsilon_s-\frac{J}{d}\right)\varepsilon_f+\varepsilon_a\varepsilon_s=0. \label{quad}
\end{equation}
The roots move continuously with $d$. If the true film has $\operatorname{Im}\varepsilon_f>0$, the root that starts from it keeps a positive imaginary part over some range of $d$. A continuous family of physically allowed films therefore has the same first-order reading, whatever the substrate. The product of the two roots is $\varepsilon_a\varepsilon_s$, so even a known thickness leaves a second root, $\varepsilon_a\varepsilon_s/\varepsilon_f$. If its imaginary part is negative, as for an absorbing film on a lossless substrate with $\varepsilon_s>0$, it would describe a film with gain and drops out. Otherwise it is a second candidate, to be excluded on other grounds.

For the copper mirror in vacuum take $\varepsilon_s=-12.0+1.7i$, a rough typical value for red light. The film has the round values $d=1$ nm and $\varepsilon_f=3+i$. Then
\begin{equation}
J=1\ \mathrm{nm}\times\frac{(2+i)(-15+1.7i-i)}{3+i}=(-10.57-1.01i)\ \mathrm{nm}.
\end{equation}
At $70^\circ$, $K=(-2.408-0.183i)\times10^{-3}\ \mathrm{nm^{-1}}$, and the product is
\begin{equation}
KJ=(25.26+4.37i)\times10^{-3}.
\end{equation}
The real part gives $\delta\Delta=1.447^\circ$. The clean surface has $\Psi=43.22^\circ$, so $\delta\Psi=-\tfrac12\sin(86.44^\circ)\times4.37\times10^{-3}$ rad $=-0.125^\circ$. Exact optics gives $1.435^\circ$ and $-0.124^\circ$. The higher orders thus change $\delta\Delta$ by about 0.9\% of its first-order value.

With a trial thickness of 1.5 nm, the bracket in \eqref{quad} is $-11+1.7i+(10.57+1.01i)/1.5=-3.95+2.37i$, and the root with positive real part is $1.92+0.37i$. For $d=0.9$ nm it is $3.56+1.31i$, and for $d=2.0$ nm it is $1.59+0.20i$. With the permittivities left unrounded, the exact readings of these films and the true one lie within $0.003^\circ$ of each other in $\Psi$ and $0.009^\circ$ in $\Delta$, while the thickness varies by more than a factor of two. The second candidate at 1 nm is $(-12+1.7i)/(3+i)=-3.43+1.71i$. This is a metal-like film, and its $\delta\Delta$ of $1.412^\circ$ differs from that of the true film by $0.023^\circ$. That gap is no margin: at fixed thickness the two readings face two real unknowns, and the nearby permittivity $-3.33+1.68i$ reproduces the exact reading at $70^\circ$, while angles from $45^\circ$ to $85^\circ$ leave residuals of only about $0.0001^\circ$. The reading does not exclude this candidate; a chemical argument has to.

What separates films of equal $J$ is thus of second order. This was tested with exact optics at $45^\circ$, $70^\circ$ and $80^\circ$, for the equal-$J$ films on both substrates, with all thicknesses scaled to one hundredth and then two hundredths of the values above. On this doubling the differences in $\ln\rho$ within a family grew by factors between 3.998 and 4.001. For two films of the same permittivity $3+i$ on copper, with thicknesses in the ratio 1.5 to 1 and hence different $J$, the factor at $70^\circ$ was 2.000.

Knowledge of the film's absorption can remove the ambiguity. As one such case, suppose that the film is known to be lossless and the substrate absorbs. Then $c=d(\varepsilon_f-\varepsilon_a)/\varepsilon_f$ is real and $J=c(\varepsilon_s-\varepsilon_f)$ has the parts
\begin{equation}
\operatorname{Re}J=c(\operatorname{Re}\varepsilon_s-\varepsilon_f),\qquad \operatorname{Im}J=c\operatorname{Im}\varepsilon_s .
\end{equation}
Their ratio fixes the permittivity, and $c$ then fixes the thickness:
\begin{equation}
\varepsilon_f=\operatorname{Re}\varepsilon_s-\operatorname{Im}\varepsilon_s\,\frac{\operatorname{Re}J}{\operatorname{Im}J},\qquad
d=\frac{\operatorname{Im}J}{\operatorname{Im}\varepsilon_s}\,\frac{\varepsilon_f}{\varepsilon_f-\varepsilon_a}. \label{inv}
\end{equation}
So the two can be separated in principle, at first order and at a single angle. How near the separation is to failing is shown by the Jacobian determinant of the real and imaginary parts of $\ln\rho$ with respect to $d$ and $\varepsilon_f$. By \eqref{main} it equals $|K|^2\operatorname{Im}(J_d^*J_\varepsilon)$, where the subscripts denote derivatives:
\begin{equation}
J_d=\frac{c}{d}(\varepsilon_s-\varepsilon_f),\qquad
J_\varepsilon=\frac{d\,\varepsilon_a}{\varepsilon_f^2}(\varepsilon_s-\varepsilon_f)-c .
\end{equation}
The first term of $J_\varepsilon$ contributes a real multiple of $|\varepsilon_s-\varepsilon_f|^2$, which has no imaginary part. The second leaves $-(c^2/d)\operatorname{Im}\varepsilon_s^*=(c^2/d)\operatorname{Im}\varepsilon_s$, so that
\begin{equation}
\det=|K|^2\,d\left(1-\frac{\varepsilon_a}{\varepsilon_f}\right)^2\operatorname{Im}\varepsilon_s .
\end{equation}
It vanishes when the substrate loses its absorption, which recovers the lossless case.

A clear film of 1 nm with $\varepsilon_f=2.25$ on the same copper has $J=(-7.917+0.944i)$ nm. The ratio of its parts is $-14.25/1.7$, and \eqref{inv} returns $-12+14.25=2.25$. Applied to the exact reading instead of the first-order one, the same inversion gives 2.21 and a thickness of 1.01 nm, so the neglected orders do little harm here. Noise does far more. Written with the phase $\theta$ of $J$, the first of \eqref{inv} is $\varepsilon_f=\operatorname{Re}\varepsilon_s-\operatorname{Im}\varepsilon_s\cot\theta$, so a phase error is amplified as
\begin{equation}
|\delta\varepsilon_f|=\operatorname{Im}\varepsilon_s\,\frac{|J|^2}{(\operatorname{Im}J)^2}\,|\delta\theta|\approx121\,|\delta\theta| .
\end{equation}
The signal $KJ=(19.2-0.8i)\times10^{-3}$ is nearly real, so its phase is disturbed mainly by noise in $\Psi$. An error of $0.02^\circ$ there is $7.0\times10^{-4}$ in $\ln\tan\Psi$. Divided by $|KJ|=0.0193$ it makes $\delta\theta\approx0.036$ and $\delta\varepsilon_f\approx4.4$. Linear propagation of independent $0.02^\circ$ errors through exact optics gives the same 4.4, together with 1.9 nm for the thickness. Both exceed the quantities sought. Errors this large are outside the linear range and are not confidence intervals, but exact optics leads to the same conclusion: clear films of 0.5 nm and of 4 nm, each with a suitable permittivity, give readings within $0.02^\circ$ of the true one. The reading determines neither quantity. The cause is the limit \eqref{metal}: the film's permittivity shifts the phase of $J$ only slightly from that of $\varepsilon_s$.

A real copper mirror departs from the model in ways that matter more than the higher orders. The following shifts refer to the reading of the 1 nm absorbing film, with the clean reference calculated for ideal copper. An unnoticed oxide of 1 nm, with a rough permittivity of 7, adds $2.2^\circ$ to $\delta\Delta$, about 1.5 times the signal of the contaminant. Copper exposed to air does oxidize, so the assumption of a bare surface needs attention. Roughness of 0.5 nm, modelled as a layer of equal parts copper and vacuum with Bruggeman's mixing rule, adds $0.82^\circ$ in $\Delta$ and $-0.17^\circ$ in $\Psi$. A rough layer of 1.5 nm in the same model adds $2.4^\circ$ in $\Delta$, more than the oxide. Multiplying the copper permittivity by 1.01, which enlarges both parts in magnitude, shifts $\Delta$ by $-0.25^\circ$, an angle error of $0.01^\circ$ shifts it by $0.03^\circ$, and a film permittivity 10\% higher along the normal by $0.04^\circ$. An error of 0.01 rad in the phase of the copper permittivity acts on $\Psi$ instead, by about $0.12^\circ$. Measuring the clean mirror in place helps, because first-order steps of stacked layers add: an oxide present in both readings and unchanged between them drops out of the difference at that order. For the 1 nm oxide above, the higher orders still leave a shift of $-0.04^\circ$ in $\Delta$, about twice the assumed noise. A film about one nanometre thick is only a few atomic layers, so its thickness and permittivity are effective values of the layer model. A multilayer-coated optic is outside the result, since the factorization used the bulk values $q_s$ and $q_s/\varepsilon_s$.

Where readings in one ambient leave the two quantities mixed, a new angle does not separate them at first order, and other information is needed. An independent thickness does it, up to the second root of \eqref{quad}. So does a second ambient $\varepsilon_a'$, if it leaves film and substrate unaltered. The ratio $R=J'/J=(\varepsilon_f-\varepsilon_a')/(\varepsilon_f-\varepsilon_a)$ is then free of $d$, and
\begin{equation}
\varepsilon_f=\frac{\varepsilon_a'-R\,\varepsilon_a}{1-R}.
\end{equation}
Without such information, the quantity to report from a reading in this regime is $J$, or a thickness stated together with the permittivity assumed for it. The numerical output lists the main values used here.

\section*{Computed results}
\begin{verbatim}
wavelength 633 nm, angle 70 deg, ambient eps 1
copper eps (rough) -12.0+1.7i; lossless substrate eps 2.25
largest relative error of first-order slopes: 2.9e-09
clean copper: Psi 43.221 deg, Delta -108.817 deg
K on copper: -2.4076-0.1834i in 1e-3/nm
absorbing film: d 1.0 nm, eps 3.0+1.0i, J -10.570-1.010i nm
first-order change: dPsi -0.1250 deg, dDelta 1.4475 deg
films on copper with this same J, exact changes:
  d 0.9 nm, eps 3.559+1.309i: dPsi -0.1242, dDelta 1.4360 deg
  d 1.0 nm, eps 3.000+1.000i: dPsi -0.1237, dDelta 1.4347 deg
  d 1.5 nm, eps 1.918+0.366i: dPsi -0.1224, dDelta 1.4307 deg
  d 2.0 nm, eps 1.588+0.203i: dPsi -0.1218, dDelta 1.4280 deg
  twin at d 1.0 nm, eps -3.430+1.710i: dPsi -0.1224, dDelta 1.4116 deg
same-J difference on doubling d: factor 3.998 to 4.001
different-J difference on doubling d: factor 2.000
K on lossless substrate: -17.4114 in 1e-3/nm
its Brewster angle: 56.31 deg
lossless films with J -1.000 nm: first-order dDelta 0.9976 deg
  d 2.000 nm, eps 3.00: exact dPsi -0.0099, dDelta 0.9969 deg
  d 0.762 nm, eps 4.00: exact dPsi -0.0044, dDelta 0.9974 deg
  d 6.667 nm, eps 2.50: exact dPsi -0.0284, dDelta 0.9925 deg
clear film on copper: d 1.0 nm, eps 2.25, J -7.917+0.944i nm
first-order inversion, true d 0.001 nm: d 0.001000 nm, eps 2.2500
first-order inversion, true d 1.0 nm: d 1.009 nm, eps 2.210
assumed noise in Psi and Delta: 0.02 deg
linear uncertainty, first-order model: d 1.87 nm, eps 4.40
linear uncertainty, exact optics: d 1.88 nm, eps 4.39
determinant on doubling d: copper 2.000, lossless 4.000
exact reading of 1 nm absorbing film: dPsi -0.1237, dDelta 1.4347 deg
shifts of that reading from neglected effects:
  second and higher order in d: dPsi 0.0013, dDelta -0.0128 deg
  film eps_z 10 % above eps_t: dPsi 0.0089, dDelta 0.0437 deg
  unnoticed 1 nm oxide, rough eps 7: dPsi 0.0163, dDelta 2.2127 deg
  0.5 nm roughness of the copper: dPsi -0.1731, dDelta 0.8234 deg
  copper eps wrong by 1 %: dPsi 0.0014, dDelta -0.2482 deg
  angle wrong by 0.01 deg: dPsi -0.0003, dDelta 0.0330 deg
\end{verbatim}
